# Smoothing length of free thermal paths, with a silicon interface example

A Monte Carlo transport calculation moves electrons as classical points. One way to add part of the missing quantum mechanics is to let each point feel the potential averaged over a small region. The size of that region can be found from the equilibrium statistics of a free particle.

Consider one coordinate $x$, chosen along a principal axis of a parabolic band with mass $m$. The temperature is $T$, $\beta=1/kT$, and Boltzmann statistics are assumed. The free Hamiltonian is $H_0=p^2/2m$. It is convenient to define

$$D=\frac{\hbar^2\beta}{m},$$

which has the unit of length squared.

**(a) Write the thermal density matrix as a sum over paths, and find the covariance of two points on a closed path pinned at the origin.**

*Solution.* Let $0\le t\le1$ be a fraction of the inverse temperature. Inserting momentum states gives

$$\langle x|e^{-t\beta H_0}|x'\rangle=\int\frac{dp}{2\pi\hbar}\,e^{ip(x-x')/\hbar}e^{-t\beta p^2/2m}.$$

For a Gaussian integral, $\int dp\,e^{-Ap^2+iBp}=\sqrt{\pi/A}\,e^{-B^2/4A}$. Here $A=t\beta/2m$ and $B=(x-x')/\hbar$, so $B^2/4A=(x-x')^2/(2Dt)$ and

$$\langle x|e^{-t\beta H_0}|x'\rangle=K_t(x-x'),\qquad K_t(z)=\frac{e^{-z^2/2Dt}}{\sqrt{2\pi Dt}}.$$

This is a normalized Gaussian of variance $Dt$. Since $e^{-\beta H_0}$ is the product of $N$ factors $e^{-\beta H_0/N}$, inserting position states between them gives a product of $N$ such kernels. For free motion this involves no approximation at any $N$. The intermediate positions $x(u)$, with $u$ running from 0 to 1, form a path in imaginary time $u\hbar\beta$. A diagonal element of the density matrix has equal end points, so its paths are closed.

Pin the path at $x(0)=x(1)=0$. For $0<u<v<1$, the joint density of $a=x(u)$ and $b=x(v)$ is proportional to $K_u(a)K_{v-u}(b-a)K_{1-v}(b)$. Its exponent is

$$-\frac1{2D}\left[\frac{a^2}{u}+\frac{(b-a)^2}{v-u}+\frac{b^2}{1-v}\right].$$

The coefficients of $a^2$ and $b^2$ in the bracket are

$$\frac1u+\frac1{v-u}=\frac{v}{u(v-u)},\qquad \frac1{v-u}+\frac1{1-v}=\frac{1-u}{(v-u)(1-v)}.$$

The exponent is therefore $-\tfrac12(a,b)M(a,b)^{T}$ with

$$M=\frac1D\begin{pmatrix}\dfrac{v}{u(v-u)}&-\dfrac1{v-u}\\[2mm]-\dfrac1{v-u}&\dfrac{1-u}{(v-u)(1-v)}\end{pmatrix}.$$

Its determinant is

$$\det M=\frac{v(1-u)-u(1-v)}{D^2u(1-v)(v-u)^2}=\frac1{D^2u(1-v)(v-u)},$$

because the numerator equals $v-u$. The covariance matrix of a Gaussian is $M^{-1}$. Its off-diagonal element is $-M_{12}/\det M$, so

$$\langle x(u)x(v)\rangle=D\,u(1-v)=D\,[\min(u,v)-uv],\qquad u\le v.$$

The diagonal element $M_{22}/\det M=Du(1-u)$ agrees with the same formula at $v=u$. The spread vanishes at the pinned ends and is largest halfway round the path.

**(b) The centroid of a path is $X=\int_0^1x(u)\,du$. Find the distribution of $y(u)=x(u)-X$.**

*Solution.* Start with the pinned path. At $u=0$ the particle is at the origin, so $y(0)=-X$. The centroid is a limit of sums of jointly Gaussian variables of mean zero, hence it is Gaussian with mean zero. Its variance is

$$\langle X^2\rangle=D\int_0^1\!\!\int_0^1[\min(u,v)-uv]\,du\,dv.$$

For the first term, the regions $u<v$ and $u>v$ contribute equally:

$$\int_0^1\!\!\int_0^1\min(u,v)\,du\,dv=2\int_0^1dv\int_0^v u\,du=\int_0^1v^2dv=\frac13.$$

The second term is $(1/2)^2=1/4$. Since $1/3-1/4=1/12$,

$$\boxed{\sigma^2\equiv\langle y^2\rangle=\frac{\hbar^2\beta}{12m}=\frac{\hbar^2}{12mkT}},\qquad G(y)=\frac{e^{-y^2/2\sigma^2}}{\sigma\sqrt{2\pi}}.$$

Two symmetries remove the pinning. Moving the whole path moves $x(0)$ and $X$ together and leaves $y$ unchanged, so the result holds for every starting point $x_0$. The weight of a closed path also does not depend on which of its points is labelled $u=0$, so it holds for every $u$.

One further step is needed if the centroid, and not the starting point, is held fixed. A free particle has uniform density, so the joint density of $x_0$ and $y$ is a constant times $G(y)$. Changing variables from $(x_0,y)$ to $(X,y)$, with $X=x_0-y$, has unit Jacobian. The density remains a constant times $G(y)$, and the distribution of $y$ at fixed $X$ is again $G$.

The standard deviation $\sigma$ will be called the smoothing length. A different definition of the width of a Gaussian would change the number by a constant factor.

**(c) Confirm the factor 12 from the Fourier modes of the path. What variance results if the path is represented by $N$ discrete beads?**

*Solution.* In the limit of many slices the product of kernels has the weight $\exp[-\frac1{2D}\int_0^1(dx/du)^2du]$. Write the closed path as

$$x(u)=X+\sum_{n\ge1}[a_n\cos2\pi nu+b_n\sin2\pi nu].$$

The squares of the sine and cosine average to $1/2$ and the cross terms vanish, so the exponent is $-\sum_n(2\pi n)^2(a_n^2+b_n^2)/4D$. Each amplitude is an independent Gaussian of variance $2D/(2\pi n)^2$. At $u=0$ the deviation is $y=\sum_na_n$, and

$$\langle y^2\rangle=\sum_{n\ge1}\frac{2D}{4\pi^2n^2}=\frac{D}{2\pi^2}\,\frac{\pi^2}{6}=\frac D{12}.$$

The lowest mode supplies the fraction $6/\pi^2$ of the sum, about 61%. The width is therefore set mainly by the slowest variation round the path.

For $N$ beads, pin one bead and let $X$ be the mean position of all of them. The covariance from (a) at $u=j/N$, $v=k/N$ gives

$$\langle X^2\rangle=\frac D{N^2}\sum_{j,k=1}^{N-1}\left[\frac{\min(j,k)}N-\frac{jk}{N^2}\right].$$

To sum $\min(j,k)$, count for each $r\ge1$ the pairs in which both indices are at least $r$. There are $(N-r)^2$ of them, so the sum is $\sum_{s=1}^{N-1}s^2=(N-1)N(2N-1)/6$. Also $\sum_jj=N(N-1)/2$. Hence

$$\langle X^2\rangle=\frac D{N^2}\left[\frac{(N-1)(2N-1)}6-\frac{(N-1)^2}4\right]=\frac{D(N-1)(N+1)}{12N^2}=\sigma^2\left(1-\frac1{N^2}\right).$$

A discrete ring is too narrow, and its variance approaches $\sigma^2$ as $1/N^2$.

**(d) Evaluate the smoothing length for the longitudinal mass of silicon, $m=0.916\,m_0$, at 300 K.**

*Solution.* With $kT=0.025852$ eV and $\hbar^2/2m_0=0.0381$ eV nm²,

$$\sigma^2=\frac{\hbar^2/2m_0}{6\,(m/m_0)\,kT}=\frac{0.0381}{6\times0.916\times0.025852}\ \text{nm}^2=0.268\ \text{nm}^2,$$

$$\boxed{\sigma=0.518\ \text{nm}=5.18\ \text{Å}.}$$

Rings of 4, 8 and 16 beads give 0.501, 0.514 and 0.517 nm.

The thermal wavelength $\lambda=\sqrt{2\pi D}$ satisfies $\lambda^2=24\pi\sigma^2$ and is 4.50 nm here. It is almost nine times $\sigma$, so using it as the smoothing length would be a serious overestimate.

Since $\sigma\propto(mT)^{-1/2}$, the length vanishes for a heavy or hot particle, which is the classical limit. At fixed mass it is 0.567 nm at 250 K and 0.448 nm at 400 K. Along a transverse axis, where the mass is $0.19\,m_0$, it is 1.14 nm at 300 K. Smoothing in silicon thus depends on the valley and the direction.

**(e) Now add a potential $V(x)$. Show how the Gaussian produces a smoothed potential, and find the order of the error for smooth $V$.**

*Solution.* With $H=H_0+V$, divide $e^{-\beta H}$ into many factors and separate the kinetic from the potential part in each. In the limit of many factors, each free path acquires the extra weight $\exp[-\beta\int_0^1V(x(u))du]$. The free diagonal element is $K_1(0)=1/\lambda$. Sorting the paths by centroid, the partition function is

$$Z=\frac1\lambda\int dX\,\left\langle e^{-\beta\int_0^1V(X+y(u))\,du}\right\rangle\equiv\frac1\lambda\int dX\,e^{-\beta W(X)},$$

where the average is over free paths at fixed $X$. The exponential is convex, so $\langle e^{-A}\rangle\ge e^{-\langle A\rangle}$. Every $y(u)$ has the distribution $G$, and the mean exponent therefore contains

$$V_s(X)=\int V(X+y)\,G(y)\,dy.$$

It follows that $W(X)\le V_s(X)$ at every $X$, and that

$$Z\ge\frac1\lambda\int dX\,e^{-\beta V_s(X)}.$$

The free energy $-kT\ln Z$ obtained from the smoothed potential is an upper bound.

For a smooth potential, expand in $y$. Odd moments vanish, leaving

$$V_s=V+\frac{\sigma^2}2V''+\dots=V+\frac{\hbar^2}{24mkT}V''+\dots$$

A linear potential is unchanged by the averaging. The leading error of $V_s$ comes from the variance of the exponent, which the mean omits. The term $V'\int y\,du$ does not fluctuate, since $\int y\,du=0$ by definition of the centroid. Fluctuations begin with $\frac12V''\int(y^2-\sigma^2)du$, which is of order $\hbar^2$. Their variance, and with it the error of $\ln Z$, is of order $\hbar^4$.

This was tested numerically for $V=x^2/2+0.1x^4$ with $m=\beta=1$. When $\hbar$ was halved from 0.4 to 0.2, the error of the classical $\ln Z$ fell by a factor 4.00 and that of the smoothed one by 16.01, as orders $\hbar^2$ and $\hbar^4$ require.

The linear potential also gives a test of $G$ itself. For $V=sx/\beta$ and a path pinned at the origin, the extra weight is $e^{-sX}$. The diagonal density at the origin is thereby multiplied by $\langle e^{-sX}\rangle=e^{s^2\sigma^2/2}$. Diagonalizing the Hamiltonian on a grid of spacing 0.02, in units $\hbar=m=\beta=1$, and inverting this relation gave $12\sigma^2=0.9998$ for each of $s=1,2,3$. A variance independent of $s$ is what a Gaussian requires.

**(f) Use the harmonic oscillator to see where first-order smoothing fails.**

*Solution.* Let $V=\frac12m\omega^2x^2$ and $f=\beta\hbar\omega/2$. Smoothing adds a constant:

$$V_s-V=\frac12m\omega^2\sigma^2=\frac{\hbar^2\omega^2}{24kT}=kT\,\frac{f^2}6.$$

The full $W$ can be found from the modes in (c). The potential adds $-\beta m\omega^2(a_n^2+b_n^2)/4$ to the exponent of mode $n$. This multiplies the coefficient of each squared amplitude by

$$1+\frac{\beta m\omega^2D}{(2\pi n)^2}=1+\frac{f^2}{\pi^2n^2},$$

because $\beta m\omega^2D=(\beta\hbar\omega)^2=4f^2$. Each Gaussian integral contributes the inverse square root of this factor, and there are two amplitudes per $n$. With the product formula $\sinh f=f\prod_n(1+f^2/\pi^2n^2)$,

$$W-V=kT\ln\frac{\sinh f}f=kT\left(\frac{f^2}6-\frac{f^4}{180}+\dots\right).$$

The first term is the smoothed result, and the second is negative, as the bound demands. For $f\gg1$, however, the full correction tends to $kT[f-\ln(2f)]$, whose leading part is the zero-point energy $\hbar\omega/2$. The smoothed correction grows as $f^2$ and is then far too large. The actual paths are confined by the well, while the averaging uses the wider free paths. Smoothing with the free width is thus accurate when $\hbar\omega$ is small compared with $kT$, and poor in the opposite case.

**(g) Apply the smoothing to electrons in silicon at an oxide interface. Take $V=V_0$ for $x<0$ (oxide) and $V=eFx$ for $x>0$ (silicon), with $V_0=3.1$ eV and $F=0.5$ MV/cm. How good is the result?**

*Solution.* Here $e>0$, and the field pulls electrons towards the oxide. On a (100) surface, two valleys have the longitudinal mass along $x$; they are treated here. Let $\varphi$ and $\Phi$ be the density and cumulative distribution of the standard normal variable. The barrier contributes $V_0$ times the probability that $X+y<0$, which is $\Phi(-X/\sigma)$. The field contributes

$$eF\int_{-X}^{\infty}(X+y)G(y)\,dy=eF\left[X\Phi(X/\sigma)+\sigma\varphi(X/\sigma)\right],$$

where the last term follows from $yG=-\sigma^2G'$. Thus

$$V_s(X)=V_0\Phi(-X/\sigma)+eF\left[X\Phi(X/\sigma)+\sigma\varphi(X/\sigma)\right].$$

The original potential has its minimum, zero, at the interface. The smoothed one has its minimum at 1.44 nm, where it is 0.080 eV. Of this, $eFX=0.05\times1.44=0.072$ eV is the field energy at the centroid; the rest comes from the part of the Gaussian that reaches past the interface.

The reference is a diagonalization of the same one-axis Hamiltonian with Boltzmann occupation. The mean depth may be compared directly: the path weight is unchanged by relabelling $u$, so $\langle x(u)\rangle$ is the same for every $u$ and equals $\langle X\rangle$. For the classical point it is $kT/eF=0.025852/0.05=0.517$ nm.

| | Free energy (eV) | Mean depth (nm) |
|---|---:|---:|
| Classical | 0.056 | 0.52 |
| Smoothed | 0.120 | 1.77 |
| Quantum | 0.103 | 1.40 |

Smoothing moves the charge away from the interface, but too far. The depth is 26% above the quantum value, whereas the classical depth is 63% below it. The smoothed free energy is too high by 0.017 eV, about $0.7\,kT$, in the direction required by the bound.

The expansion in $\hbar$ from (e) gives no support here, since the potential jumps by $V_0/kT\approx120$. Near the wall the average counts free paths that enter the oxide at their full weight, although the true weight nearly removes them. This makes $V_s$ too repulsive there and probably explains the excess depth; the bound alone does not fix the sign of a depth error. The two lowest levels, 0.104 and 0.186 eV, are also about $3.2\,kT$ apart, so the motion normal to the interface is far from classical.

**(h) Which neglected effects matter most for a real silicon transistor?**

*Solution.* The barrier is a rough value for the interface between silicon and its oxide. The field is a moderate one: with an oxide only 1 to 2 nm thick, the surface field in the on state can exceed 1 MV/cm. If such a field were constant, the charge would lie closer to the oxide than in this example. In a real layer the field falls across the charge, which works against this shift, so the depth need not be smaller. The model's weakest assumption is the constant field. By Gauss's law, electrons that alone terminate the surface field have sheet density $\epsilon_{\rm Si}F/e=3.2\times10^{12}$ cm⁻², and the field then falls to zero across the layer. Halving the constant field raises the quantum depth from 1.40 to 1.97 nm, or by 41%. The smoothed depth becomes 2.32 nm, still 18% too large. This change of field matters more than the error of the smoothing, and for thick silicon it understates the effect of a field that falls to zero. A self-consistent layer in these two valleys has a mean depth of about 2.7, 3.4 and 4.2 nm in silicon 10, 20 and 40 nm thick, but only 1.9 nm in a 5 nm film. With Boltzmann statistics the density then has a tail proportional to $1/x^2$, and the mean depth grows logarithmically with the silicon thickness. In a bulk device, depletion charge keeps some field beyond the electrons and limits this tail.

Boltzmann statistics are also strained. With all this charge in the lowest subband of the two valleys, the available density is $N_s=4.1\times10^{12}$ cm⁻², meaning the constant density of states times $kT$. Integrating the Fermi function gives $n=N_s\ln(1+e^{\eta})$, with $\eta$ the Fermi level above the subband bottom in units of $kT$. Hence $\eta=0.18$. The filling at the subband bottom is 0.55, while Boltzmann statistics at the same density give 0.79. Spreading the same charge over the subbands of all six valleys lowers the Fermi filling to about 0.42. The layer is still moderately degenerate, and the path argument, which has no exchange between electrons, does not cover this.

The four valleys left out in (g) matter too. They have the transverse mass along $x$. In a triangular well with a hard wall the levels scale as $m^{-1/3}$, which takes the hard-wall level 0.110 eV of the two valleys treated to $1.69\times0.110\approx0.186$ eV. With the finite barrier, and the silicon mass of each valley used in the oxide as well, it is 0.173 eV, about $2.7\,kT$ above that of the two valleys treated. Their density of states is larger by the factor $4\sqrt{0.19\times0.916}/(2\times0.19)\approx4.4$. With Boltzmann occupation they therefore hold roughly a quarter of the charge, and this part lies deeper because the mass along $x$ is smaller. These numbers depend on the mass assumed in the oxide. With $0.5\,m_0$ there, the level is 0.166 eV, the gap is $2.3\,kT$, the share rises from 23% to 29%, and the six-valley filling above falls from 0.42 to 0.39.

The following corrections are smaller for these numbers:

- The probability of being inside the oxide is about 0.1%. Giving the oxide a rough mass of $0.5\,m_0$ changes the quantum depth to 1.43 nm, about 2%.
- For the dispersion $E(1+\alpha E)=p^2/2m$ with a rough $\alpha=0.5$ eV⁻¹, the ratio of momentum to velocity rises by the fraction $2\alpha E$, or 3% at the ground-state kinetic energy of 0.034 eV. The smoothing length depends instead on the thermal average of the curvature $d^2E/dp^2$. For free motion at 300 K this lowers $\sigma$ by about 2% if only one axis is counted, and by about 3% when motion along the other two axes is included.
- For a thick oxide, the image potential at the quantum mean depth is about 11 meV, less than half of $kT$. It repels electrons from the oxide and raises the quantum depth by roughly 6 to 10%, depending on how its divergence at the interface is cut off. This makes it the largest correction to the depth in this list. A metal gate behind an oxide only 1 to 2 nm thick adds attractive images and reduces the shift.
- The oxide field, which the model sets to zero, is 1.5 MV/cm, or 0.15 V/nm. Over a penetration depth of 0.1 to 0.2 nm it changes the potential by about 0.02 eV, which is small beside the barrier of 3.1 eV.

Transport raises a separate question. Near the drain, electrons may be much hotter than the lattice. Inserting a rough electron temperature of 1000 K gives $\sigma=0.28$ nm, but the derivation assumes thermal equilibrium, so this indicates a scale and is not a result for driven electrons. Moving a Monte Carlo particle with the force $-dV_s/dX$ likewise carries an equilibrium correction into dynamics, which nothing above proves. The numerical output lists the main computed values.

## Numbers as computed

```
Longitudinal mass: 0.916 m0
Temperature: 300 K
kT: 0.025852 eV
hbar^2/(2 m0): 0.0381 eV nm^2
Variance sigma^2: 0.2682 nm^2
Smoothing length sigma: 0.5178 nm
Smoothing length sigma: 5.178 angstrom
Thermal wavelength: 4.496 nm
Ring sigma, 4 beads: 0.5014 nm
Ring sigma, 8 beads: 0.5138 nm
Ring sigma, 16 beads: 0.5168 nm
Operator variance*12, s=1: 0.999805
Operator variance*12, s=2: 0.99982
Operator variance*12, s=3: 0.999845
Classical lnZ error ratio, hbar halved: 4
Smoothed lnZ error ratio, hbar halved: 16.01
Surface field (rough): 0.5 MV/cm
Barrier (rough): 3.1 eV
Barrier/kT: 119.9
Smoothed well minimum position: 1.44 nm
Smoothed well minimum energy: 0.08043 eV
Quantum ground level: 0.1041 eV
Quantum second level: 0.1864 eV
Free energy, classical: 0.05592 eV
Free energy, smoothed: 0.1204 eV
Free energy, quantum: 0.103 eV
Mean depth, classical: 0.517 nm
Mean depth, smoothed: 1.767 nm
Mean depth, quantum: 1.399 nm
Half field: mean depth, smoothed: 2.322 nm
Half field: mean depth, quantum: 1.973 nm
Transverse mass: 0.19 m0
Sigma for transverse mass: 1.137 nm
Sigma at 250 K: 0.5673 nm
Sigma at 400 K: 0.4485 nm
Sigma at 1000 K: 0.2836 nm
Sheet density from surface field: 3.233e+12 cm^-2
Subband states times kT: 4.104e+12 cm^-2
Fermi level above subband / kT: 0.1811
Filling at subband bottom, Fermi: 0.5452
Filling at subband bottom, Boltzmann: 0.7878
Probability inside oxide: 0.0949 %
Oxide mass (rough): 0.5 m0
Ground level with that oxide mass: 0.1057 eV
Mean depth with that oxide mass: 1.43 nm
Nonparabolicity (rough): 0.5 1/eV
Ground-state kinetic energy: 0.03373 eV
Nonparabolic mass change: 3.373 %
Image energy at quantum mean depth: 10.99 meV
Oxide field: 1.5 MV/cm
Oxide breakdown field (rough): 10 MV/cm
```
